# Scalar-Relativistic Radial Equations and Their Exponents at the Nucleus: a numerical check

```python
"""Scalar-relativistic radial equations from the j-average of kappa.

Result under test (Hartree units, c = 1/alpha, M = 1 + (eps - V)/(2 c^2)):
  P'' - l(l+1)P/r^2 + V'/(2 M c^2) (P' + kappa P/r) + 2 M (eps - V) P = 0
is the exact Dirac equation for the large radial function P. The mean
kappa = -1 gives the Koelling-Harmon (KH) equation. Cowan-Griffin (CG)
keeps the V' term for l = 0 only. Near a point nucleus P ~ r^gamma:
  s: sqrt(1-a);  p, KH: sqrt(3-a);  p, CG: 1/2 + sqrt(9/4-a);  a = (Z alpha)^2.
Z: nuclear charge, eps: energy without rest energy, Q: small function.
"""
import math
import numpy as np
import sympy as sp
from scipy.constants import fine_structure, physical_constants
from scipy.integrate import solve_ivp, simpson
from scipy.optimize import brentq

c = 1.0 / fine_structure
HARTREE_EV = physical_constants["Hartree energy in eV"][0]


# ---------- symbolic elimination of the small component ----------
def check_elimination():
    r, cs, k, e, l = sp.symbols("r c kappa epsilon l", positive=True)
    V, P = sp.Function("V")(r), sp.Function("P")(r)
    M = 1 + (e - V) / (2 * cs**2)

    def second_order(kap, centrifugal):
        return (P.diff(r, 2) - centrifugal * P / r**2
                + V.diff(r) / (2 * M * cs**2) * (P.diff(r) + kap * P / r)
                + 2 * M * (e - V) * P)

    Q = (P.diff(r) + k * P / r) / (2 * M * cs)
    dirac = Q.diff(r) - k * Q / r + (e - V) * P / cs
    assert sp.simplify(2 * M * cs * dirac - second_order(k, k * (k + 1))) == 0
    Q = (P.diff(r) - P / r) / (2 * M * cs)
    kh = (Q.diff(r) + Q / r
          - (l * (l + 1) / (2 * M * cs * r**2) - (e - V) / cs) * P)
    assert sp.simplify(2 * M * cs * kh - second_order(-1, l * (l + 1))) == 0


# ---------- kappa as eigenvalue of -(1 + sigma.L) ----------
def kappa_spectrum(l):
    m = np.arange(l, -l - 1, -1.0)
    raise_l = np.diag(np.sqrt(l * (l + 1) - m[1:] * (m[1:] + 1)), 1)
    lower_s = np.array([[0.0, 0.0], [1.0, 0.0]])
    sigma_l = (np.kron(np.diag(m), np.diag([1.0, -1.0]))
               + np.kron(raise_l, lower_s) + np.kron(raise_l.T, lower_s.T))
    return np.linalg.eigvalsh(-np.eye(2 * len(m)) - sigma_l)


# ---------- radial equation in t = ln r, unknowns P and D = dP/dt ----------
def make_rhs(Z, eps, l, kappa, gradient, radius=0.0):
    def rhs(t, y):
        P, D = y.tolist()
        r = math.exp(t)
        if r < radius:   # uniformly charged sphere
            V = -Z / (2 * radius) * (3 - (r / radius)**2)
            dV = Z * r / radius**3
        else:
            V, dV = -Z / r, Z / r**2
        M = 1 + (eps - V) / (2 * c * c)
        dD = (D + l * (l + 1) * P - 2 * M * r * r * (eps - V) * P
              - gradient * r * dV / (2 * M * c * c) * (D + kappa * P))
        return [D, dD]
    return rhs


def integrate(rhs, r_start, r_end, slope, grid=None):
    sol = solve_ivp(rhs, (math.log(r_start), math.log(r_end)), [1.0, slope],
                    method="DOP853", rtol=1e-11, atol=1e-12, t_eval=grid)
    assert sol.success
    return sol


def local_exponent(Z, l, kappa, gradient, r_end, radius=0.0):
    """d ln P/d ln r at r_end, from an arbitrary slope far inside."""
    rhs = make_rhs(Z, -Z**2 / 8, l, kappa, gradient, radius)
    y = integrate(rhs, 1e-15, r_end, 0.3).y[:, -1]
    return y[1] / y[0]


def both_sides(Z, n, l, kappa, gradient, eps, points=None):
    rhs = make_rhs(Z, eps, l, kappa, gradient)
    r0, rm, r1 = 1e-6 / Z, n * n / Z, 60.0 / Z
    decay = math.sqrt(-2 * eps * (1 + eps / (2 * c * c)))
    g_out = g_in = None
    if points:
        g_out = np.linspace(math.log(r0), math.log(rm), points)
        g_in = np.linspace(math.log(r1), math.log(rm), points)
    return (integrate(rhs, r0, rm, l + 1.0, g_out),
            integrate(rhs, r1, rm, -decay * r1, g_in))


def level(Z, n, l, kappa=-1.0, gradient=1):
    """Nodeless bound level by matching logarithmic derivatives."""
    def mismatch(eps):
        a, b = both_sides(Z, n, l, kappa, gradient, eps)
        return a.y[1, -1] / a.y[0, -1] - b.y[1, -1] / b.y[0, -1]
    e0 = -Z**2 / (2 * n * n)
    return brentq(mismatch, 1.3 * e0, 0.9 * e0, xtol=1e-13 * Z**2, rtol=1e-14)


def slope_in_kappa(Z, n, l, eps):
    """d eps/d kappa at kappa = -1 from integrals over the KH orbital."""
    a, b = both_sides(Z, n, l, -1.0, 1, eps, points=4001)
    numerator = norm = large = 0.0
    for sol, scale, sign in ((a, 1 / a.y[0, -1], 1), (b, 1 / b.y[0, -1], -1)):
        r = np.exp(sol.t)
        P, D = sol.y * scale
        M = 1 + (eps + Z / r) / (2 * c * c)
        Q = (D - P) / (2 * M * c * r)
        extra = l * (l + 1) * P**2 / (4 * M**2 * c**2 * r**2)
        so = Z / r**2 * P**2 / (4 * c**2 * M**2 * r)
        numerator += sign * simpson(so * r, x=sol.t)
        norm += sign * simpson((P**2 + Q**2 + extra) * r, x=sol.t)
        large += sign * simpson(P**2 * r, x=sol.t)
    return -numerator / norm, large / norm


def dirac_energy(Z, n, kappa):
    a = (Z / c)**2
    N = n - abs(kappa) + math.sqrt(kappa**2 - a)
    return c * c * (1 / math.sqrt(1 + a / N**2) - 1)


def klein_gordon_energy(Z, n, l):
    a = (Z / c)**2
    N = n - l - 0.5 + math.sqrt((l + 0.5)**2 - a)
    return c * c * (1 / math.sqrt(1 + a / N**2) - 1)


def dirac_mean_2p(Z):
    return (2 * dirac_energy(Z, 2, 1) + 4 * dirac_energy(Z, 2, -2)) / 6


check_elimination()
for l in range(1, 5):
    k = kappa_spectrum(l)
    expected = [-l - 1.0] * (2 * l + 2) + [float(l)] * (2 * l)
    assert np.allclose(k, expected, atol=1e-10)
    assert abs(k.mean() + 1) < 1e-10
    assert abs((k**2).mean() - (l * l + l + 1)) < 1e-10
k = kappa_spectrum(1)
print(f"p shell: mean kappa = {k.mean():.6f}, mean kappa^2 = {(k**2).mean():.6f}")

# ---------- origin exponents ----------
Z = 83
a = (Z / c)**2
print(f"c = {c:.6f} a.u.; 1 hartree = {HARTREE_EV:.6f} eV")
print(f"Bi, Z = {Z}: Z*alpha = {Z / c:.6f}, (Z*alpha)^2 = {a:.6f}")
print(f"Length Z*alpha^2/2 = {Z / (2 * c * c):.4e} bohr")
print("Origin exponents, point nucleus: formula, integration at 1e-8 bohr")
cases = [("s, KH = CG", 0, -1, 1, math.sqrt(1 - a)),
         ("p, KH", 1, -1, 1, math.sqrt(3 - a)),
         ("p, CG", 1, -1, 0, 0.5 + math.sqrt(2.25 - a)),
         ("p1/2, Dirac", 1, 1, 1, math.sqrt(1 - a)),
         ("p3/2, Dirac", 1, -2, 1, math.sqrt(4 - a))]
for name, l, kap, grad, formula in cases:
    found = local_exponent(Z, l, kap, grad, 1e-8)
    assert abs(found - formula) < 2e-4   # finite r/(Z alpha^2/2)
    print(f"  {name:12s} {formula:.6f}  {found:.6f}")

radius = 1e-4
print(f"Uniform nucleus, radius {radius:.1e} bohr, exponent at 1e-8 bohr")
for name, l, grad in (("s, KH = CG", 0, 1), ("p, KH", 1, 1), ("p, CG", 1, 0)):
    found = local_exponent(Z, l, -1, grad, 1e-8, radius)
    assert abs(found - (l + 1)) < 1e-4
    print(f"  {name:12s} {found:.6f}")

inner = local_exponent(1, 1, -1, 1, 1e-9)
outer = local_exponent(1, 1, -1, 1, 3e-3)
assert abs(inner - math.sqrt(3 - 1 / c**2)) < 1e-3
assert abs(outer - 2) < 0.02
print(f"Z = 1: length Z*alpha^2/2 = {1 / (2 * c * c):.4e} bohr")
print(f"Z = 1, p, KH exponent at 1e-9 bohr: {inner:.5f}")
print(f"Z = 1, p, KH exponent at 3e-3 bohr: {outer:.5f}")

# ---------- levels of the one-electron bismuth ion ----------
e1s = level(Z, 1, 0)
p_half, p_three = level(Z, 2, 1, 1.0), level(Z, 2, 1, -2.0)
e_kh, e_cg = level(Z, 2, 1), level(Z, 2, 1, gradient=0)
for found, exact in ((e1s, dirac_energy(Z, 1, -1)),
                     (p_half, dirac_energy(Z, 2, 1)),
                     (p_three, dirac_energy(Z, 2, -2)),
                     (e_cg, klein_gordon_energy(Z, 2, 1))):
    assert abs(found / exact - 1) < 1e-8
mean = dirac_mean_2p(Z)
h = 0.02
difference = (level(Z, 2, 1, -1 + h) - level(Z, 2, 1, -1 - h)) / (2 * h)
slope, large_share = slope_in_kappa(Z, 2, 1, e_kh)
assert abs(slope / difference - 1) < 1e-3   # finite step in kappa
print("Hydrogen-like Bi, point nucleus, energies in hartree")
print(f"  1s KH = CG              {e1s:.5f}")
print(f"  1s Dirac closed form    {dirac_energy(Z, 1, -1):.5f}")
print(f"  2p nonrelativistic      {-Z**2 / 8:.5f}")
print(f"  2p1/2 Dirac             {p_half:.5f}")
print(f"  2p3/2 Dirac             {p_three:.5f}")
print(f"  2p weighted Dirac mean  {mean:.5f}")
print(f"  2p KH                   {e_kh:.5f}")
print(f"  2p CG                   {e_cg:.5f}")
print(f"  2p Klein-Gordon formula {klein_gordon_energy(Z, 2, 1):.5f}")
print(f"  KH minus Dirac mean     {e_kh - mean:.5f}")
print(f"  CG minus Dirac mean     {e_cg - mean:.5f}")
print(f"  d eps/d kappa, integral {slope:.5f}")
print(f"  d eps/d kappa, differ.  {difference:.5f}")
print(f"  2p1/2 KH + first order  {e_kh + 2 * slope:.5f}")
print(f"  2p3/2 KH + first order  {e_kh - slope:.5f}")
print(f"Share of P^2 in the KH norm: {large_share:.6f}")
print(f"2p KH = {e_kh * HARTREE_EV:.2f} eV, 2p CG = {e_cg * HARTREE_EV:.2f} eV")
print(f"2p Dirac mean = {mean * HARTREE_EV:.2f} eV")

# ---------- order in alpha of what the average leaves out ----------
kh = {z: level(z, 2, 1) for z in (10, 20)}
cg = {z: level(z, 2, 1, gradient=0) for z in (10, 20)}
gap_mean = {z: dirac_mean_2p(z) - kh[z] for z in kh}
gap_cg = {z: kh[z] - cg[z] for z in kh}
power_mean = math.log2(gap_mean[20] / gap_mean[10])
power_cg = math.log2(gap_cg[20] / gap_cg[10])
assert abs(power_mean - 6) < 0.2   # higher orders in Z*alpha remain
assert abs(power_cg - 6) < 0.2
curvature = (level(10, 2, 1, -0.5) + level(10, 2, 1, -1.5) - 2 * kh[10]) / 0.25
assert abs(curvature / gap_mean[10] - 1) < 0.1   # third order in spin-orbit
for z in (10, 20):
    print(f"Z = {z}: Dirac mean - KH = {gap_mean[z]:.4e} hartree, "
          f"KH - CG = {gap_cg[z]:.4e} hartree")
print(f"Power of Z, Dirac mean - KH: {power_mean:.3f}")
print(f"Power of Z, KH - CG: {power_cg:.3f}")
print(f"Z = 10: second-order estimate of Dirac mean - KH = {curvature:.4e} hartree")
print("ALL CHECKS PASSED")
```

Output:

```
p shell: mean kappa = -1.000000, mean kappa^2 = 3.000000
c = 137.035999 a.u.; 1 hartree = 27.211386 eV
Bi, Z = 83: Z*alpha = 0.605680, (Z*alpha)^2 = 0.366849
Length Z*alpha^2/2 = 2.2099e-03 bohr
Origin exponents, point nucleus: formula, integration at 1e-8 bohr
  s, KH = CG   0.795708  0.795707
  p, KH        1.622699  1.622699
  p, CG        1.872280  1.872279
  p1/2, Dirac  0.795708  0.795711
  p3/2, Dirac  1.906083  1.906082
Uniform nucleus, radius 1.0e-04 bohr, exponent at 1e-8 bohr
  s, KH = CG   1.000000
  p, KH        2.000000
  p, CG        2.000000
Z = 1: length Z*alpha^2/2 = 2.6626e-05 bohr
Z = 1, p, KH exponent at 1e-9 bohr: 1.73204
Z = 1, p, KH exponent at 3e-3 bohr: 1.99414
Hydrogen-like Bi, point nucleus, energies in hartree
  1s KH = CG              -3836.36956
  1s Dirac closed form    -3836.36957
  2p nonrelativistic      -861.12500
  2p1/2 Dirac             -984.92115
  2p3/2 Dirac             -881.82976
  2p weighted Dirac mean  -916.19356
  2p KH                   -908.58765
  2p CG                   -911.65678
  2p Klein-Gordon formula -911.65678
  KH minus Dirac mean     7.60590
  CG minus Dirac mean     4.53678
  d eps/d kappa, integral -29.29839
  d eps/d kappa, differ.  -29.29857
  2p1/2 KH + first order  -967.18444
  2p3/2 KH + first order  -879.28926
Share of P^2 in the KH norm: 0.975808
2p KH = -24723.93 eV, 2p CG = -24807.44 eV
2p Dirac mean = -24930.90 eV
Z = 10: Dirac mean - KH = -1.9948e-05 hartree, KH - CG = 1.0873e-05 hartree
Z = 20: Dirac mean - KH = -1.2657e-03 hartree, KH - CG = 6.7526e-04 hartree
Power of Z, Dirac mean - KH: 5.987
Power of Z, KH - CG: 5.957
Z = 10: second-order estimate of Dirac mean - KH = -1.9828e-05 hartree
ALL CHECKS PASSED
```
